# Steady thickness of a fluorocarbon film and its stability

## Problem

A fluorocarbon plasma deposits a film on a surface at the constant rate $D=20$ nm/min. The same plasma removes the film, but the removal needs energy or reactants that must cross the film, so it weakens as the film thickens. For a film of thickness $h$ the removal rate is

$$R(h)=R_0\,e^{-h/L},$$

with $R_0=80$ nm/min, the removal rate in the limit of vanishing thickness, and attenuation length $L=1.5$ nm. These are round model values, not data for a particular plasma or material.

(a) At what thickness do deposition and removal balance?

(b) Does a film slightly thicker or thinner than this return to the balance?

(c) What becomes of films that start at 2.0 nm and at 2.1 nm? If a film disappears, how long does it take?

(d) A second surface, B, has the same $D$ and $L$ but $R_0=40$ nm/min. What happens on each surface to a film of 1.5 nm?

The film is taken as uniform, with $D$, $R_0$ and $L$ constant in time. Both rates are thickness changes per unit time, so the film density does not enter. "Steady" means $dh/dt=0$ and nothing more; whether a steady film is also stable is the subject of (b).

The exponential law rests on two assumptions. Each thin layer $dh$ absorbs the fraction $dh/L$ of the flux $F$ that reaches it, so that $dF/dh=-F/L$ and $F\propto e^{-h/L}$. The removal rate is then proportional to the flux that gets through to the bottom of the film. Sputtering at the outer face alone would not be weakened by the film beneath it and would not follow this law.

## First estimate by scaling

**Thickness.** At zero thickness, removal exceeds deposition by the factor $80/20=4$. The film must therefore weaken the removal fourfold. One attenuation length weakens it by $e\approx2.7$, two by $e^2\approx7.4$. Since 4 lies between these, the balance lies between one and two attenuation lengths:

$$1.5\ \text{nm}<h^*<3.0\ \text{nm}.$$

**Direction of change.** A film thicker than the balance value is removed more slowly, while deposition continues as before. It should grow thicker still. A thinner film is removed faster and should shrink further. This suggests that the balance repels the film.

**Time near the balance.** The removal rate changes appreciably when $h$ changes by about $L$, and at the balance both rates equal $D$. The natural time is the time needed to deposit one attenuation length:

$$T=\frac{L}{D}=\frac{1.5\times60}{20}\ \text{s}=4.5\ \text{s}.$$

**Time to clear.** A film that shrinks loses thickness at the net rate $R(h)-D$, which rises as the film thins. The time to remove 2.0 nm is therefore longer than it would be at the final, highest rate, and shorter than at the initial, lowest rate. The highest rate is $R_0-D=60$ nm/min, which gives

$$\frac{2.0\times60}{60}\ \text{s}=2.0\ \text{s}.$$

At the start the removal rate is $80\,e^{-2.0/1.5}=21.088$ nm/min, so the net loss is only 1.088 nm/min. At that rate the film would last

$$\frac{2.0\times60}{1.088}\ \text{s}\approx110\ \text{s}.$$

The two bounds are far apart because 2.0 nm is close to the balance, where the two rates nearly cancel. Scaling does not settle where between them the answer lies.

## Exact solution

### The balance thickness

For $h>0$ the film obeys

$$\frac{dh}{dt}=D-R_0\,e^{-h/L}. \tag{1}$$

Setting the right side to zero gives $e^{-h^*/L}=D/R_0$. Taking the logarithm and multiplying by $-L$,

$$h^*=L\ln\frac{R_0}{D}. \tag{2}$$

Because $R(h)$ falls steadily with $h$, it can equal $D$ at one thickness at most. For the given values,

$$h^*=1.5\times\ln4\ \text{nm}=1.5\times1.38629\ \text{nm}=2.079\ \text{nm},$$

or $2.079\times10^{-9}$ m. This answers (a).

The balance thickness is positive only if $R_0>D$. If $R_0<D$, then $R(h)\le R_0<D$ at every thickness, and the film grows from the outset. If $R_0=D$, the balance sits at $h=0$ and any film of finite thickness grows.

The result is sensitive to the inputs in a simple way. Differentiating (2) gives $\partial h^*/\partial\ln R_0=L$ and $\partial h^*/\partial\ln D=-L$, while $h^*$ is proportional to $L$. Raising $R_0$ by 10% shifts the balance by $L\ln1.1=0.143$ nm, to about 2.22 nm. A small relative error in either rate thus becomes a relative error in $h^*$ that is $1/\ln(R_0/D)$ times as large. Here this factor is 0.72, but it exceeds 1 when $R_0/D<e$, and the threshold is then more uncertain, in proportion, than the rates. An error in $L$ passes to $h^*$ in full proportion.

### Stability

Let $x=h-h^*$ be the departure from balance. Since $R_0e^{-h^*/L}=D$, equation (1) becomes

$$\frac{dx}{dt}=D-R_0e^{-h^*/L}e^{-x/L}=D\left(1-e^{-x/L}\right). \tag{3}$$

No approximation has been made. The right side is positive for $x>0$ and negative for $x<0$, so every departure grows, whatever its size. For $|x|\ll L$ the exponential may be expanded as $e^{-x/L}\approx1-x/L$, which gives

$$\frac{dx}{dt}\approx\frac{D}{L}\,x=\frac{x}{T},\qquad x(t)\approx x(0)\,e^{t/T}. \tag{4}$$

A small departure grows by a factor $e$ in each 4.5 s. The growth rate is $1/T=0.222$ s$^{-1}$.

This answers (b): the film does not return. The thickness of 2.08 nm is a steady state of the model, but an unstable one. It is a threshold that separates films that vanish from films that grow, and not a thickness to which a film settles.

The bare surface needs separate treatment. At $h=0$ equation (1) would give $dh/dt=D-R_0<0$, but a film cannot have negative thickness. Removal is then limited by the material that arrives: whatever is deposited is removed at once, and $h$ stays at zero. For $R_0>D$ the bare surface is therefore the state in which films below the threshold end.

### The film at all times

Equation (1) becomes linear in the variable $u=e^{h/L}$. Write $r=R_0/D$. By the chain rule,

$$\frac{du}{dt}=\frac{u}{L}\frac{dh}{dt}=\frac{u}{L}\left(D-\frac{R_0}{u}\right)=\frac{Du-R_0}{L}=\frac{u-r}{T}. \tag{5}$$

The last step takes out the factor $D/L=1/T$. Since $r$ is constant, the difference $u-r$ obeys $d(u-r)/dt=(u-r)/T$ and grows as $e^{t/T}$. With $u_0=e^{h_0/L}$ for a starting thickness $h_0$,

$$h(t)=L\ln\left[r+(u_0-r)\,e^{t/T}\right]. \tag{6}$$

At $t=0$ the bracket is $u_0$ and $h=h_0$, as it must be. The balance corresponds to $u_0=r$, for which the bracket does not change. The sign of $u_0-r$ decides the fate of the film.

### A film below the threshold

If $0<h_0<h^*$, then $u_0<r$ and the bracket in (6) falls. The film is gone when $h=0$, that is, when the bracket equals 1:

$$1=r-(r-u_0)\,e^{t/T}\quad\Rightarrow\quad e^{t/T}=\frac{r-1}{r-u_0}.$$

The clearing time is therefore

$$t_{\text{clear}}=T\ln\frac{r-1}{r-u_0}. \tag{7}$$

After this moment (6) no longer applies, and the surface stays bare.

For $h_0=2.0$ nm we have $u_0=e^{2.0/1.5}=3.7937$ and $r-u_0=0.2063$, so that

$$t_{\text{clear}}=4.5\times\ln\frac{3}{0.2063}\ \text{s}=4.5\times2.677\ \text{s}=12.05\ \text{s}.$$

The loss is slow at first and then accelerates. After 10 s the film is still 1.110 nm thick, so the first 0.89 nm takes 10 s and the remaining 1.11 nm takes about 2 s.

### A film above the threshold

If $h_0>h^*$, then $u_0>r$ and the bracket in (6) grows without limit. Taking the growing term out of the bracket gives

$$h(t)=L\ln\left[(u_0-r)e^{t/T}\right]+L\ln\left[1+\frac{r\,e^{-t/T}}{u_0-r}\right].$$

In the first term $L\ln e^{t/T}=Lt/T=Dt$. The second term tends to zero at late times. Hence

$$h(t)\to Dt+L\ln(u_0-r). \tag{8}$$

The film ends up growing at the full deposition rate, because removal no longer reaches through it. This holds only because (1) has no removal at the outer face or inside the film; a constant outer-face removal $S<D$ would lower the late growth rate to $D-S$. The constant in (8) records how close to the threshold the film began.

For $h_0=2.1$ nm, $u_0=e^{1.4}=4.0552$ and $u_0-r=0.0552$. The initial removal rate is 19.728 nm/min, so the film gains only 0.272 nm/min at first. After 30 s it has reached 5.787 nm. At 60 s, equation (8) gives

$$h\approx20+1.5\ln(0.0552)\ \text{nm}=20-4.345\ \text{nm}=15.655\ \text{nm},$$

which agrees with numerical integration of (1) to the digits shown. Deposition alone would have brought the film to $2.1+20=22.1$ nm, so removal has taken away about 6.4 nm in all.

This completes (c). Two films that differ by 0.1 nm at the start end in opposite states. Such a difference is less than the spacing of atoms in a solid, so it has meaning only as a difference of average thickness. A real film is not uniform to this degree, and the model cannot say whether a film so near the threshold will clear or grow. Its firm statement concerns films whose distance from $h^*$ exceeds the sum of their own unevenness and the uncertainty of $h^*$. The uncertainty alone can decide the outcome: with $R_0$ higher by 10%, the threshold would be 2.22 nm, and the 2.1 nm film would clear.

### Two surfaces

On surface B, $r_B=40/20=2$ and the threshold is

$$h_B^*=1.5\ln2\ \text{nm}=1.040\ \text{nm}.$$

The film of 1.5 nm lies above this threshold and below that of the first surface. Here $u_0=e^{1}=2.7183$ on both surfaces. On the first surface, (7) gives

$$t_{\text{clear}}=4.5\times\ln\frac{3}{4-2.7183}\ \text{s}=3.83\ \text{s}.$$

On surface B the film grows. After 10 s, $e^{t/T}=e^{10/4.5}=9.228$, and (6) gives

$$h=1.5\ln\left[2+0.7183\times9.228\right]\ \text{nm}=3.23\ \text{nm}.$$

This answers (d): the first surface is laid bare and can be etched, while surface B is covered ever more thickly. In this model that is how a film can produce selectivity. It should not be read as the mechanism in real fluorocarbon etch plasmas. There a film a few nanometres thick is commonly reported to settle at a steady thickness that depends on the substrate, and the substrate is etched through it. Equation (1) has no such stable film; the last section shows what it lacks. The ratio of the two substrate etch rates is a further question, which needs a law for etching through the film.

The range of starting thickness that separates the surfaces has the width

$$h^*-h_B^*=L\ln\frac{R_0}{D}-L\ln\frac{R_{0,B}}{D}=L\ln\frac{R_0}{R_{0,B}}=1.040\ \text{nm}.$$

The deposition rate cancels. As long as both thresholds are positive, changing $D$ moves the window but does not widen it.

The contrast also depends on the starting film. If both surfaces begin bare at $D=20$ nm/min, both stay bare, because each has $R_0>D$. To separate surfaces that begin bare, the deposition rate must lie between the two removal rates, $40\ \text{nm/min}<D<80\ \text{nm/min}$. Then a film forms on B from the outset, while the first surface stays clean.

## Comparison of estimate and exact solution

**Thickness.** Scaling placed the balance between 1.5 and 3.0 nm. The exact value is 2.079 nm, or 1.386 attenuation lengths. The estimate used the same physics; the logarithm in (2) replaces the count of whole attenuation lengths.

**Direction.** The argument that the balance repels the film is confirmed by (3), which extends it to departures of any size. The time $T=4.5$ s found by scaling is exactly the $e$-folding time of a small departure.

**Clearing time.** The exact 12.05 s lies between the bounds of 2.0 s and 110 s, but it is six times the lower and about a ninth of the upper. Each bound used a single rate for the whole process, whereas the net loss rises from 1.088 to 60 nm/min as the film thins.

Two limits of (7) show when a simple estimate works. For a very thin film, $h_0\ll L$, we have $u_0\approx1+h_0/L$. The logarithm is then

$$-\ln\left[1-\frac{h_0}{L(r-1)}\right]\approx\frac{h_0}{L(r-1)},$$

provided that $h_0\ll L(r-1)$ as well. Multiplying by $T=L/D$ gives

$$t_{\text{clear}}\approx\frac{h_0}{D(r-1)}=\frac{h_0}{R_0-D}.$$

This is the lower bound of the scaling estimate, which thus becomes accurate for thin films.

For a film just below the threshold, let $\delta=h^*-h_0\ll L$. Then $u_0=r\,e^{-\delta/L}$, so $r-u_0\approx r\delta/L$, and

$$t_{\text{clear}}\approx T\ln\left[\frac{r-1}{r}\,\frac{L}{\delta}\right]. \tag{9}$$

For $h_0=2.0$ nm, $\delta=0.0794$ nm, and (9) gives $4.5\ln(0.75\times1.5/0.0794)\ \text{s}=11.9$ s, about 1% below the exact value. The clearing time grows without limit as $\delta\to0$, but only logarithmically: each tenfold reduction of $\delta$ adds $T\ln10\approx10$ s. A film near the threshold can therefore look steady for some tens of seconds at most, unless its thickness is tuned very finely.

## What would make the balance stable

Suppose a film is observed to settle at a fixed thickness from both sides. Equation (1) cannot describe it, even if (2) happens to give the right number. To see what is needed, let deposition also depend on thickness, as $G(h)$. Then $dh/dt=G(h)-R(h)$, and a small departure $x$ from a balance obeys

$$\frac{dx}{dt}\approx\left[G'(h^*)-R'(h^*)\right]x.$$

The balance is stable if $G'(h^*)<R'(h^*)$. In the present problem $G'=0$ and $R'(h^*)=-D/L<0$, so the condition fails. It would be met if deposition fell with thickness more steeply than removal does, or if removal rose with thickness while deposition stayed constant. The same attenuation law can give rising removal if the flux absorbed inside the film also removes film. With an added term, $R(h)=R_0e^{-h/L}+K(1-e^{-h/L})$, the slope is $R'(h)=(K-R_0)\,e^{-h/L}/L$. For $R_0<D<K$ there is then a stable balance at $h^*=L\ln[(K-R_0)/(K-D)]$. With $K=30$ nm/min and the same $D$ and $L$, it lies at 0.608 nm for $R_0=15$ nm/min and at 1.374 nm for $R_0=5$ nm/min. The instability found above thus rests on counting only the flux that reaches the bottom of the film.

One example, chosen for contrast and not as the established mechanism of a real plasma, exchanges the two roles. Let growth be attenuated and removal be constant:

$$\frac{dh}{dt}=A\,e^{-h/L}-B,\qquad A=80\ \text{nm/min},\quad B=20\ \text{nm/min}.$$

The balance is at $L\ln(A/B)$, again 2.079 nm. But now the slope of the net rate there is $-(A/L)e^{-h^*/L}=-B/L$, which is negative, and departures decay. Numerical integration from 1.0 nm and from 4.0 nm gives 2.079 nm in both cases after 60 s.

The two models share their numbers and their balance thickness, yet one drives the film away from it and the other draws the film towards it. The balance of rates does not tell them apart. An experiment can: start with films on either side of 2.08 nm and see whether their thicknesses separate or converge. The numerical output below lists the values for both models.

## Computed values

```
deposition rate D = 20.0 nm/min
removal rate at zero thickness R0 = 80.0 nm/min
attenuation length L = 1.50 nm
ratio R0/D = 4.000
ln(R0/D) = 1.38629
steady thickness h* = 2.0794 nm
steady thickness h* = 2.0794e-09 m
steady thickness by root finding = 2.0794 nm
removal rate at h* = 20.000 nm/min
slope of net rate at h* = 0.22222 1/s
e-folding time L/D = 4.500 s
removal rate at 2.0 nm = 21.088 nm/min
net growth rate at 2.0 nm = -1.088 nm/min
removal rate at 2.1 nm = 19.728 nm/min
net growth rate at 2.1 nm = 0.272 nm/min
start 2.0 nm: thickness after 10 s = 1.110 nm
start 2.0 nm: clearing time, formula = 12.046 s
start 2.0 nm: clearing time, quadrature = 12.046 s
start 2.1 nm: thickness after 30 s = 5.787 nm
start 2.1 nm: thickness after 60 s = 15.655 nm
start 2.1 nm: late growth law at 60 s = 15.655 nm
shift of h* for R0 raised by 10% = 0.1430 nm
contrast model, start 1.0 nm: after 60 s = 2.0794 nm
contrast model, start 4.0 nm: after 60 s = 2.0794 nm
surface B: R0 = 40.0 nm/min
surface B: steady thickness = 1.0397 nm
common starting film = 1.50 nm
common film on first surface: clearing time = 3.827 s
common film on surface B: thickness after 10 s = 3.233 nm
```
